\section*{How long a hole polaron takes to cross one micrometre}

\section*{Question}

A hole in a wide-gap oxide has trapped itself in the lattice distortion that it creates. It moves by thermally activated hops of 0.3 nm over a barrier of 0.4 eV, with $10^{13}$ attempts per second. How long does it take to cross $1\ \mu$m in a field of 1 MV/cm at 300 K? How does that time depend on the field, the temperature and the barrier, and how far can the estimate be trusted?

\section*{What happens in one hop}

A small polaron is a carrier held on one site by the displacement of the surrounding atoms. To move, it must wait until thermal motion makes the neighbouring site equally favourable; the charge can then transfer, and the distortion settles around the new site. After each hop the lattice is assumed to relax fully, so that successive hops are independent.

Let $a$ be the hop length, $E_a$ the barrier without a field, and $\nu$ the attempt rate \emph{for each direction} along the field. The rate of hopping to one given neighbour without a field is
\begin{equation}
k_0=\nu e^{-E_a/kT}.
\end{equation}
If $\nu$ were instead the total attempt rate shared between forward and backward hops, each direction would receive $\nu/2$ and all the drift times below would double.

At 300 K, $kT=0.02585$ eV, so $E_a/kT=15.47$ and the Boltzmann factor is $1.907\times10^{-7}$. Hence
\begin{equation}
k_0=10^{13}\times1.907\times10^{-7}=1.907\times10^{6}\ \mathrm{s^{-1}}.
\end{equation}
The distance contains $L/a=1000/0.3=3333$ hops. If every hop went forward at the rate $k_0$, the crossing would take $3333/(1.907\times10^6)=1.748\times10^{-3}$ s. This first figure ignores two things: the field changes the barrier, and some hops go backward.

\section*{How the field changes the barrier}

A hole that moves a distance $a$ along the field gains the energy
\begin{equation}
w=eFa .
\end{equation}
Since 1 MV/cm is 0.1 V/nm, $w=0.1\times0.3=0.03$ eV. This is close to $kT$: $w/kT=1.16$.

To see how $w$ enters the barrier, describe the lattice by one coordinate $x$, with $x=0$ when the distortion surrounds the first site and $x=1$ when it surrounds the next. For a harmonic lattice, the energies with the hole on the first and second site are
\begin{equation}
U_1=\lambda x^2,\qquad U_2=\lambda(1-x)^2-w .
\end{equation}
The charge can transfer where they are equal. Expanding the square and cancelling $\lambda x^2$ gives
\begin{equation}
0=\lambda-2\lambda x-w,\qquad x_c=\frac{\lambda-w}{2\lambda}.
\end{equation}
The forward barrier is the height of this crossing above the minimum of $U_1$, which is zero:
\begin{equation}
E_+=\lambda x_c^2=\frac{(\lambda-w)^2}{4\lambda}
=\frac{\lambda}{4}-\frac{w}{2}+\frac{w^2}{4\lambda}.
\end{equation}
Without a field the barrier is $\lambda/4$, so $\lambda=4E_a$. (Electronic coupling between the sites would round off the crossing; it is neglected in this identification.) Therefore
\begin{equation}
E_+=E_a-\frac{w}{2}+\frac{w^2}{16E_a}.
\end{equation}
The minimum of $U_2$ lies at $-w$, so the backward barrier is $E_-=E_++w$.

The field lowers the forward barrier by half of $w$, because the crossing lies halfway between the two distortions. The last term is 0.14 meV here, far below $kT$, and is dropped. It would become comparable with $kT$ when $w=\sqrt{16E_akT}=0.41$ eV, a field of about 14 MV/cm. With the term dropped,
\begin{equation}
k_\pm=k_0e^{\pm w/2kT}.
\end{equation}
Their ratio is $e^{w/kT}$, as thermal equilibrium between two sites differing in energy by $w$ requires. The numbers are
\begin{equation}
k_+=3.406\times10^6\ \mathrm{s^{-1}},\qquad
k_-=1.067\times10^6\ \mathrm{s^{-1}}.
\end{equation}
Nearly one hop in four goes backward, so the return hops cannot be ignored.

\section*{The crossing time}

Consider the time $\tau$ to reach the next site forward for the first time. The hole waits on average $1/K$, with $K=k_++k_-$, and then hops. With probability $r=k_-/K$ it goes backward and must make two such advances instead of one. The mean $m$ of $\tau$ therefore obeys
\begin{equation}
m=\frac1K+2rm .
\end{equation}
Since $1-2r=(k_+-k_-)/K$, this gives
\begin{equation}
m=\frac{1}{K(1-2r)}=\frac{1}{k_+-k_-}.
\end{equation}
Crossing $L$ takes $L/a$ advances. The drift velocity and mean crossing time are thus
\begin{align}
v&=a(k_+-k_-)=2ak_0\sinh\frac{eFa}{2kT},\\
t&=\frac{L}{v}=\frac{L\,e^{E_a/kT}}{2a\nu\sinh(eFa/2kT)} .
\end{align}
Hops perpendicular to the field, if the lattice allows them, have no projection on it and leave this result unchanged.

For the stated case $\sinh(0.580)=0.6133$, so the net hop rate is
\begin{equation}
2\times1.907\times10^6\times0.6133=2.339\times10^6\ \mathrm{s^{-1}}.
\end{equation}
Multiplying by $a=3\times10^{-8}$ cm gives $v=0.0702$ cm/s, and
\begin{equation}
t=\frac{10^{-4}\ \mathrm{cm}}{0.0702\ \mathrm{cm/s}}=1.4\times10^{-3}\ \mathrm{s}=1.4\ \mathrm{ms}.
\end{equation}
The answer is about one millisecond as an order of magnitude. It lies near the first figure of 1.7 ms because the faster forward hops and the return hops nearly compensate: $2\sinh(w/2kT)=1.23$ happens to be close to one.

The mean time was also found by solving the linear first-passage equations for a chain of 3333 sites, with barriers taken from the numerically located crossing of the parabolas. That gives 1.433 ms, against 1.425 ms from the formula. The difference of 0.5\% is what the dropped term produces, since $0.1406\ \mathrm{meV}/kT=0.0054$. The numerical output lists the intermediate values.

\subsection*{Do all holes arrive together?}

Let $s^2$ be the variance of $\tau$. The waiting time is exponentially distributed, with variance $1/K^2$, and is independent of the direction of the hop. The extra time is zero with probability $1-r$. With probability $r$ it is the sum of two independent advances, whose mean is $2m$ and whose mean square is $2s^2+4m^2$. Hence
\begin{equation}
s^2=\frac1{K^2}+r(2s^2+4m^2)-(2rm)^2 ,
\end{equation}
or, collecting $s^2$ on the left,
\begin{equation}
(1-2r)s^2=\frac1{K^2}+4r(1-r)m^2 .
\end{equation}
Write $d=k_+-k_-$. Then $m=1/d$, $1-2r=d/K$ and $4r(1-r)=1-(1-2r)^2=1-d^2/K^2$. The right-hand side becomes $1/K^2+1/d^2-1/K^2=1/d^2$, so
\begin{equation}
s^2=\frac{K}{d^3}.
\end{equation}
The variances of $N=L/a$ independent advances add. The spread relative to the mean is
\begin{equation}
\frac{\sqrt{N}\,s}{Nm}=\sqrt{\frac{K}{Nd}}
=\sqrt{\frac{\coth(w/2kT)}{N}} .
\end{equation}
It is 2.4\% here, and the chain solution gives the same value. In this ideal model the holes arrive nearly together. Over 10 nm, with a hundred times fewer hops, the spread would be ten times larger.

\section*{How the time scales}

\subsection*{Field}

When $eFa\ll2kT$, $\sinh(w/2kT)\approx w/2kT$ and
\begin{equation}
v\approx\frac{ea^2k_0}{kT}F,\qquad t\approx\frac{LkT}{ea^2k_0F}.
\end{equation}
The time is then inversely proportional to the field, and the mobility is $\mu=ea^2k_0/kT$. When $eFa\gg2kT$, return hops become rare and
\begin{equation}
t\approx\frac{L}{ak_0}e^{-eFa/2kT},
\end{equation}
so that the time falls exponentially. This form still omits the term $w^2/16E_a$, which lengthens the time by 9\% at 4 MV/cm and by 42\% at 8 MV/cm. The change occurs near $F=2kT/ea=1.7$ MV/cm. The stated field is still on the low side: $v/F$ is $7.0\times10^{-8}$ cm$^2$/Vs, against a weak-field mobility of $6.6\times10^{-8}$ cm$^2$/Vs.

The weak-field mobility is tied to diffusion. Without a field, hops occur at the total rate $2k_0$, each adding $a^2$ to the mean square displacement. Equating $2k_0a^2t$ to $2Dt$ gives
\begin{equation}
D=a^2k_0=1.7\times10^{-9}\ \mathrm{cm^2/s},\qquad \mu=\frac{eD}{kT}.
\end{equation}
To see what the field contributes, remove it and let the hole start at a reflecting wall. Let $T(x)$ be the mean time to reach $L$ from $x$. The hole waits $1/2k_0$ on average and then hops either way with equal probability, so $T(x)=1/2k_0+\frac12[T(x+a)+T(x-a)]$. Expanding to second order in $a$ gives $a^2k_0T''=-1$, that is $D\,T''=-1$, with $T'(0)=0$ at the wall and $T(L)=0$. Integrating twice gives $T=(L^2-x^2)/2D$, so from the wall
\begin{equation}
T(0)=\frac{L^2}{2D}=\frac{10^{-8}}{2\times1.716\times10^{-9}}=2.9\ \mathrm{s}.
\end{equation}
The field shortens the crossing about two thousand times, although it changes each barrier by 0.015 eV. The small bias acts at each of the 3333 sites, whereas undirected hops largely cancel. The diffusion time also grows as $L^2$, the drift time as $L$.

\subsection*{Barrier and temperature}

The barrier enters as $e^{E_a/kT}$. At 300 K, with everything else fixed, a barrier of 0.35 eV gives 0.21 ms and one of 0.45 eV gives 9.9 ms. To know the time within a factor of two, one must know the barrier within $kT\ln2=0.018$ eV.

For the temperature, put $z=w/2kT$ and differentiate $\ln t=E_a/kT-\ln\sinh z+\text{constant}$. Both $E_a/kT$ and $z$ vary as $1/T$, so
\begin{equation}
\frac{d\ln t}{d\ln T}=-\frac{E_a}{kT}+z\coth z=-15.5+1.1=-14.4 .
\end{equation}
Near 300 K, a rise of 1\%, or 3 K, multiplies the time by about $1.01^{-14.4}=0.87$, a reduction of 13\%. At 400 K, a plausible temperature inside a working power device, the same formula gives 0.041 ms.

\subsection*{Direction}

Suppose that each site has only one forward and one backward neighbour, as in a tilted or zigzag chain. If each hop makes an angle $\theta$ with the field, both the progress per hop and the energy gained contain $a\cos\theta$ in place of $a$. In a weak field the time therefore grows as $1/\cos^2\theta$. At $45^\circ$ this is a factor of two, and the full formula gives 2.9 ms. This does not carry over to a lattice with equivalent hops along several axes. On a simple cubic lattice a tilted field has several forward neighbours, their factors $\cos^2\theta$ add up to one, and the weak-field time does not depend on direction; with the stated field along a face diagonal the time is about 1.5 ms.

\section*{Where the model can fail}

\subsection*{The lattice is not classical}

Read as a lattice frequency, the attempt rate corresponds to a vibrational quantum $\hbar\omega=h\nu=41.4$ meV, which exceeds $kT$. The lattice can then tunnel through the upper part of the barrier. For weak electronic coupling and equal site energies, the transfer rate is proportional to
\begin{equation}
\int dt\,\mathrm{Tr}\!\left[e^{-H_1/kT}e^{iH_1t/\hbar}e^{-iH_2t/\hbar}\right],
\end{equation}
where $H_1$ and $H_2$ are the vibrational Hamiltonians before and after the hop. Shifting $t$ by $-i\hbar/2kT$ turns the integrand at the new origin, where it is largest, into $\mathrm{Tr}[e^{-H_1/2kT}e^{-H_2/2kT}]$. (For a single undamped mode the integrand repeats this peak every vibrational period; only the first peak is counted, which presumes that damping suppresses the later ones.) The trace describes a closed path in imaginary time that spends $\tau_h=\hbar/2kT$ in each well and changes wells at the crossing.

Let $X$ be the lattice displacement from a well's minimum, $M$ its mass, and $X_c$ its value at the crossing, so that $E_a=\frac12M\omega^2X_c^2$. In imaginary time the classical equation is $\ddot X=\omega^2X$. The path that starts and ends at $X_c$ is
\begin{equation}
X(u)=X_c\frac{\cosh\omega u}{\cosh(\omega\tau_h/2)},\qquad -\frac{\tau_h}{2}\le u\le\frac{\tau_h}{2}.
\end{equation}
Integrating the kinetic term by parts and using the equation of motion leaves the boundary term of the action:
\begin{equation}
\int\!\left(\tfrac12M\dot X^2+\tfrac12M\omega^2X^2\right)du
=\tfrac12M\big[X\dot X\big]=M\omega X_c^2\tanh\frac{\omega\tau_h}{2}.
\end{equation}
With $M\omega X_c^2=2E_a/\omega$, adding the two wells and dividing by $\hbar$ gives the leading exponent
\begin{equation}
\frac{4E_a}{\hbar\omega}\tanh\frac{\hbar\omega}{4kT}.
\end{equation}
For $\hbar\omega\ll4kT$ this returns to $E_a/kT$. Here it is 14.70 instead of 15.47. With the prefactor held fixed, the rate rises by a factor of 2.2 and the time falls to about 0.7 ms. This sizes the effect for one mode of 41 meV; it is not a refined prediction, since the electronic coupling need not be weak and a real lattice has many modes. The gain grows quickly with the quantum: the same exponent gives a factor of about 5 for $\hbar\omega=60$ meV and about 12 for 80 meV.

\subsection*{The hole may escape into the valence band}

A free hole moves so much faster that even a tiny free fraction could matter. Suppose that free and self-trapped holes are in equilibrium, and let the self-trapped state lie an energy $E_{st}$ below the free one. Counting momentum states with two spins gives the effective band density
\begin{equation}
N_v=2\int\frac{d^3p}{(2\pi\hbar)^3}e^{-p^2/2m_hkT}
=2\left(\frac{m_hkT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
There are $2N_s$ self-trapped states per volume, $N_s$ being the density of sites, each favoured by $e^{E_{st}/kT}$. For few holes, and neglecting changes in vibrational entropy, the free fraction is
\begin{equation}
f=\frac{N_v}{2N_s}e^{-E_{st}/kT}.
\end{equation}
Take the rough values $E_{st}=0.5$ eV, $m_h=3$ electron masses and $N_s=5.7\times10^{22}$ cm$^{-3}$. Then $N_v=1.3\times10^{20}$ cm$^{-3}$ and $f=4.6\times10^{-12}$. Even at a free-hole velocity of $10^7$ cm/s, taken as a rough ceiling, the contribution is $4.6\times10^{-5}$ cm/s, less than 0.1\% of the hopping velocity. Setting the two contributions equal gives $E_{st}=0.31$ eV. Since the velocity is a ceiling, this is an upper bound: with the other values fixed, band motion can dominate only below that energy, and at $10^6$ cm/s the threshold is 0.25 eV. Both figures depend on the rough mass, since $N_v$ grows as $m_h^{3/2}$: a mass of 40 electron masses would raise the share to 3\% and the threshold to 0.41 eV. A strong field may disturb the assumed equilibrium, which this estimate does not cover.

\subsection*{Charged acceptors}

A negatively charged acceptor attracts holes. Its charge $-e$ absorbs an electric flux $e/\epsilon$, where $\epsilon$ is the permittivity. The field lines that end on it come from far upstream, where the field is $F$, and there they fill an area $\sigma$ such that
\begin{equation}
\sigma F=\frac{e}{\epsilon},\qquad \sigma=\frac{e}{\epsilon F}.
\end{equation}
A hole that follows one of these lines is captured. For a relative permittivity of 10, $\sigma=18.1$ nm$^2$; tracing the field lines numerically gives the same area. A hole crossing $L$ meets on average $N_A\sigma L$ such acceptors, which reaches one at
\begin{equation}
N_A=\frac{\epsilon F}{eL}=5.5\times10^{16}\ \mathrm{cm^{-3}}.
\end{equation}
At this density the acceptor charge, if not compensated, would also change the field by $eN_AL/\epsilon=F$ across the layer. With 100 V held across the layer the field would run from 1.5 to 0.5 MV/cm and the drift time would grow by only about 10\%; a field falling from 1 MV/cm to zero would give about 7 ms. After a capture, the delay is set by release from the acceptor and depends steeply on how strongly it binds the hole. The field lowers the escape barrier of a Coulomb centre by $2\sqrt{e^3F/4\pi\epsilon}=0.24$ eV. On a cubic lattice of hopping sites around a point charge, the added delay at this density is about 0.35 ms if the nearest sites bind the hole by 0.4 eV and about 0.13 s if they bind it by 0.55 eV. For such deeper centres it is mainly capture that requires a much lower density of charged acceptors, and the millisecond no longer applies.

\section*{The estimate beside a real material}

The parameters are in the regime of self-trapped holes in $\beta$-gallium oxide, a material for power devices; they are rough typical values, not a fit. The field is about 12\% of a rough breakdown field of 8 MV/cm, so a layer could sustain it, with 100 V across the micrometre. The crystal has inequivalent oxygen sites, so a single hop length and barrier is a simplification, and the transit would be set by the highest unavoidable saddle measured from the deepest site, which can exceed the barrier of every single hop. In a chain repeating sites at 0, 0.15 and 0.15 eV joined by saddles at 0.35, 0.50 and 0.35 eV, no hop has a barrier above 0.35 eV, yet the crossing takes about 5 ms instead of 0.21 ms. The estimate also assumes a trap-free layer: at the acceptor density just found, a typical hole is captured before it crosses. At the stated field, and for a hole that stays free to hop, heating to 400 K shortens the time by a factor of 35 for a classical lattice (about 23 once tunnelling of the 41 meV mode is included at a fixed prefactor, and about 19 if the weak-coupling prefactor is allowed to vary with temperature), and a barrier error of 0.05 eV changes it by a factor of 7 either way. In the weak-coupling estimate, lattice tunnelling changes it by about a factor of two if the active mode is near 41 meV, and by 12 to 15, depending on whether the prefactor is held fixed, if it is near 80 meV; a finite coupling reshapes the barrier top and alters these factors. The time is also inversely proportional to $\nu$, which equals a lattice frequency only when the coupling $J$ between the sites is strong enough. For weak coupling the prefactor is $(J^2/\hbar)\sqrt{\pi/\lambda kT}$, which is $1.3\times10^{12}\ \mathrm{s^{-1}}$ for $J=10$ meV and would lengthen the crossing to about 11 ms. A chain of hops at $45^\circ$ to the field changes it by a factor of two.

For radio-frequency operation the model gives the following at the stated field and 300 K. In one nanosecond the hole makes on average $2.339\times10^6\times10^{-9}=0.002$ net hops. On that time scale self-trapped holes act as nearly fixed positive charge, while over many milliseconds at the same field they can drift out of the layer. These time scales rest on the rough barrier of 0.4 eV: with 0.3 eV the same formula gives about 0.1 net hops per nanosecond and a crossing in 30 $\mu$s. They also rest on the field and the temperature: with 0.4 eV at 400 K and 8 MV/cm, keeping the term $w^2/16E_a$, the hole makes about 2 net hops per nanosecond, still less than 1 nm, and crosses in about 1.5 $\mu$s.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Hop length: 0.3 nm
Barrier: 0.4 eV
Attempt rate per direction: 1e+13 1/s
Field: 1 MV/cm
Temperature: 300 K
Distance: 1 micrometre
Thermal energy kT: 0.02585 eV
Barrier / kT: 15.47
Boltzmann factor: 1.907e-07
Zero-field hop rate per direction: 1.907e+06 1/s
Number of net hops L/a: 3333
One-way estimate without field effect: 1.748 ms
Field energy per hop: 0.03 eV
Field energy per hop / kT: 1.16
sinh(eFa/2kT): 0.6133
Neglected barrier curvature term: 0.1406 meV
Forward hop rate: 3.406e+06 1/s
Backward hop rate: 1.067e+06 1/s
Net hop rate: 2.339e+06 1/s
Drift velocity: 0.07017 cm/s
Crossing time, formula: 1.425 ms
Crossing time, chain solution: 1.433 ms
Relative spread, formula: 2.4 %
Relative spread, chain solution: 2.4 %
Diffusion coefficient: 1.716e-09 cm2/s
Weak-field mobility: 6.638e-08 cm2/Vs
Mobility v/F at the stated field: 7.017e-08 cm2/Vs
Crossing time by diffusion alone: 2.91 s
Phonon energy h nu: 41.4 meV
Quantum-lattice exponent: 14.7
Rate gain from lattice tunnelling: 2.17
Crossing time with lattice tunnelling: 0.66 ms
Crossing time, barrier 0.05 eV lower: 0.21 ms
Crossing time, barrier 0.05 eV higher: 9.9 ms
Crossing time at 400 K: 0.041 ms
Crossing time, hops at 45 degrees: 2.9 ms
Rough self-trapping energy: 0.5 eV
Rough hole mass: 3 electron masses
Rough oxygen-site density: 5.7e+22 1/cm3
Rough ceiling on free-hole velocity: 1e+07 cm/s
Effective band density: 1.3e+20 1/cm3
Free fraction: 4.6e-12
Band velocity share / hopping velocity: 0.00065
Self-trapping energy for equal transport: 0.31 eV
Rough relative permittivity: 10
Capture area of a charged acceptor: 18.1 nm2
Capture area from traced lines: 18.1 nm2
Acceptor density for one capture: 5.5e+16 1/cm3
Rough breakdown field: 8 MV/cm
Field / rough breakdown field: 0.12
\end{verbatim}
